# Plasmon wake wavelength and cell size in electronic stopping simulations: a numerical check

```python
# Result under test: an ion of speed v in an electron gas leaves a plasmon
# wake of wavelength 2*pi*v/wp, and in a periodic cell it re-enters that wake.
# Hartree atomic units. rs: density parameter, wp: plasma frequency,
# vf: Fermi speed (equal to the Fermi wave number), charge: ion charge.
# Cell model: undamped plasmon pole, w(q)^2 = wp^2 + beta2*q^2 + q^4/4.
# Energy lost after m whole passes of a cell of length L and volume V:
# (8 pi charge^2 v^2 wp^2/V) * sum over G of
# (Gz^2/G^2) * (1-cos(m*w(G)*L/v)) / (w(G)^2-Gz^2*v^2)^2.
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import k0
from scipy.constants import physical_constants

rs, v, charge = 2.07, 4.0, 1.0
density = 3 / (4 * np.pi * rs**3)
wp = np.sqrt(4 * np.pi * density)
vf = (3 * np.pi**2 * density) ** (1 / 3)
beta2 = 0.6 * vf**2
wavelength = 2 * np.pi * v / wp
reach = v / wp
bohr_nm = physical_constants["Bohr radius"][0] * 1e9


# Wake potential near the track from the ion's past, without dispersion.
# Lengths are in units of v/wp; behind is the distance behind the ion.
def wake_potential(behind, offset):
    def kernel(x):
        return 1 / np.sqrt(offset**2 + (x - behind) ** 2)
    near = quad(lambda x: np.sin(x) * kernel(x), 0, 60,
                points=[behind], limit=400)[0]
    far = quad(kernel, 60, np.inf, weight="sin", wvar=1.0)[0]
    return kernel(0.0) - near - far


track_offset = 2.0 / reach
zeros = [brentq(wake_potential, c - 0.5, c + 0.5, args=(track_offset,))
         for c in (2 * np.pi, 4 * np.pi)]
measured_wavelength = (zeros[1] - zeros[0]) * reach
# The remaining near field shifts the zeros by well under one per cent.
assert abs(measured_wavelength / wavelength - 1) < 0.01


# Lindhard dielectric function, valid for frequencies in the upper half plane
# and for real frequencies above the electron-hole continuum.
def lindhard(q, freq):
    u = freq / (q * vf)
    w = q / (2 * vf)
    lo, hi = w - u, w + u
    bracket = ((1 - lo**2) * np.log((lo + 1) / (lo - 1))
               + (1 - hi**2) * np.log((hi + 1) / (hi - 1)))
    return 1 + (0.5 + bracket / (8 * w)) / (np.pi * vf * w**2)


a_speed = v**2 - beta2
root = np.sqrt(a_speed**2 - wp**2)
q_high = np.sqrt(2 * (a_speed + root))
q_low = 2 * wp / q_high
wavelength_disp = 2 * np.pi / q_low
q_rpa = brentq(lambda q: lindhard(q, q * v), 0.05, 0.5)
wavelength_rpa = 2 * np.pi / q_rpa
# The pole model keeps only the leading terms of the dispersion.
assert abs(wavelength_disp / wavelength_rpa - 1) < 0.005
assert wavelength_rpa < wavelength

# Bulk stopping: pole model against the full Lindhard loss function,
# whose frequency integral is taken on a half circle above the real axis.
log_pole = np.log(q_high / q_low)
bulk = charge**2 * wp**2 / v**2 * log_pole
nodes, weights = np.polynomial.legendre.leggauss(200)
s = 0.5 * (nodes + 1)
theta = np.pi * s**2
q_edges = np.linspace(np.log(0.05), np.log(2 * (v + vf)), 2001)
q_mid = np.exp(0.5 * (q_edges[1:] + q_edges[:-1]))[:, None]
radius = q_mid * v / 2
z = radius * (1 + np.exp(1j * theta))
dz = -1j * radius * np.exp(1j * theta) * 2 * np.pi * s
loss = np.imag(np.sum(-z * (1 / lindhard(q_mid, z) - 1) * dz
                      * 0.5 * weights, axis=1))
log_rpa = 2 / (np.pi * wp**2) * np.sum(loss) * (q_edges[1] - q_edges[0])
# Midpoint error at the plasmon threshold and higher orders in vf/v.
assert abs(log_rpa / log_pole - 1) < 0.01

# Retarding force from an ion moving abreast, from its past motion.
side_distances = (10.0, 20.0, 43.0)
for distance in side_distances:
    a = distance / reach
    direct = quad(lambda x: x / (x * x + a * a) ** 1.5, 0, np.inf,
                  weight="sin", wvar=1.0)[0]
    assert abs(direct - k0(a)) < 1e-5


def mode_frequency(g2):
    return np.sqrt(wp**2 + beta2 * g2 + g2**2 / 4)


def energy_lost(width, length, passes, q_max=10.0):
    n_side = int(q_max * width / (2 * np.pi))
    n_long = int(q_max * length / (2 * np.pi))
    g = 2 * np.pi / width * np.arange(n_side + 1)
    mult = np.where(np.arange(n_side + 1) == 0, 1.0, 2.0)
    side2 = g[:, None] ** 2 + g[None, :] ** 2
    mult2 = mult[:, None] * mult[None, :]
    time = passes * length / v
    total = 0.0
    for n in range(1, n_long + 1):
        gz = 2 * np.pi * n / length
        g2 = side2 + gz**2
        freq = mode_frequency(g2)
        gap = freq - gz * v
        # sinc keeps the resonant limit finite
        pulse = 0.5 * (time * np.sinc(gap * time / (2 * np.pi))) ** 2
        total += 2 * np.sum(mult2 * gz**2 / g2 * pulse
                            / (freq + gz * v) ** 2)
    volume = width**2 * length
    return 8 * np.pi * charge**2 * v**2 * wp**2 / volume * total


# Direct time integration of the driven modes in a small truncated cell.
test_edge, n_test = 20.0, 3
idx = np.arange(-n_test, n_test + 1)
gx, gy, gz = [x.ravel() for x in
              np.meshgrid(idx, idx, idx, indexing="ij")]
keep = (gx**2 + gy**2 + gz**2) > 0
unit = 2 * np.pi / test_edge
g2_all = unit**2 * (gx**2 + gy**2 + gz**2)[keep]
gz_all = unit * gz[keep]
drive = 4 * np.pi * charge / (test_edge**3 * g2_all)
freq2 = mode_frequency(g2_all) ** 2
count = len(g2_all)


def motion(t, y):
    phi, rate = y[:count], y[count:2 * count]
    phase = np.exp(-1j * gz_all * v * t)
    accel = -freq2 * phi - wp**2 * drive * phase
    force = charge * np.real(np.sum(1j * gz_all * phi * np.conj(phase)))
    return np.concatenate([rate, accel, [force * v]])


t_pass = test_edge / v
run = solve_ivp(motion, (0, 2 * t_pass), np.zeros(2 * count + 1, complex),
                method="DOP853", t_eval=[t_pass, 2 * t_pass],
                rtol=1e-9, atol=1e-12)
assert run.success
for m in (1, 2):
    formula = energy_lost(test_edge, test_edge, m, q_max=1.0)
    assert abs(run.y[-1, m - 1].real - formula) < 1e-6

cells = [(20.0, 20.0), (30.0, 30.0), (43.0, 43.0), (86.0, 86.0),
         (20.0, 86.0), (86.0, 43.0)]
results = {}
for width, length in cells:
    one = energy_lost(width, length, 1)
    two = energy_lost(width, length, 2)
    results[width, length] = (one / (length * bulk),
                              (two - one) / (length * bulk))

# A large cell must approach the bulk value; its start-up loss is a few %.
assert abs(results[86.0, 86.0][0] - 1) < 0.08
# Re-entry raises stopping near one wavelength, lowers it near half of one.
assert results[43.0, 43.0][1] > results[43.0, 43.0][0]
assert results[20.0, 20.0][1] < results[20.0, 20.0][0]

print(f"density parameter rs = {rs:.2f} bohr")
print(f"ion speed = {v:.2f} a.u., ion charge = {charge:.0f} e")
print(f"electron density = {density:.5f} bohr^-3")
print(f"plasma frequency = {wp:.4f} hartree")
print(f"Fermi speed = {vf:.4f} a.u.")
print(f"beta squared = {beta2:.4f} a.u.")
print(f"wake wavelength, no dispersion = {wavelength:.2f} bohr")
print(f"same wavelength = {wavelength * bohr_nm:.3f} nm")
print(f"wavelength from wake zeros = {measured_wavelength:.2f} bohr")
print(f"lower root q1 = {q_low:.4f} bohr^-1")
print(f"upper root q2 = {q_high:.4f} bohr^-1")
print(f"wavelength with pole dispersion = {wavelength_disp:.2f} bohr")
print(f"wavelength from Lindhard zero = {wavelength_rpa:.2f} bohr")
print(f"sideways reach v/wp = {reach:.2f} bohr")
print(f"stopping logarithm, pole model = {log_pole:.3f} (no unit)")
print(f"stopping logarithm, Lindhard = {log_rpa:.3f} (no unit)")
print(f"bulk stopping, pole model = {bulk:.4f} hartree/bohr")
for distance in side_distances:
    share = 100 * k0(distance / reach) / log_pole
    print(f"one side ion at {distance:.0f} bohr adds {share:.3f} % of bulk")
print(f"electrons in cube of one wavelength = {density*wavelength**3:.0f}")
for width, length in cells:
    first, second = results[width, length]
    factor = 1 + 2 * np.cos(2 * np.pi * length / wavelength)
    print(f"cell {width:.0f} x {width:.0f} x {length:.0f} bohr: "
          f"{density * width**2 * length:.0f} electrons")
    print(f"  mean stopping/bulk: pass 1 {first:.3f}, pass 2 {second:.3f}")
    print(f"  long-wave pass 2/pass 1 factor = {factor:.3f} (no unit)")
print("no test failed")
```

Output:

```
density parameter rs = 2.07 bohr
ion speed = 4.00 a.u., ion charge = 1 e
electron density = 0.02692 bohr^-3
plasma frequency = 0.5816 hartree
Fermi speed = 0.9271 a.u.
beta squared = 0.5157 a.u.
wake wavelength, no dispersion = 43.22 bohr
same wavelength = 2.287 nm
wavelength from wake zeros = 43.20 bohr
lower root q1 = 0.1478 bohr^-1
upper root q2 = 7.8686 bohr^-1
wavelength with pole dispersion = 42.51 bohr
wavelength from Lindhard zero = 42.50 bohr
sideways reach v/wp = 6.88 bohr
stopping logarithm, pole model = 3.975 (no unit)
stopping logarithm, Lindhard = 3.975 (no unit)
bulk stopping, pole model = 0.0840 hartree/bohr
one side ion at 10 bohr adds 5.712 % of bulk
one side ion at 20 bohr adds 0.972 % of bulk
one side ion at 43 bohr adds 0.024 % of bulk
electrons in cube of one wavelength = 2172
cell 20 x 20 x 20 bohr: 215 electrons
  mean stopping/bulk: pass 1 0.772, pass 2 0.548
  long-wave pass 2/pass 1 factor = -0.946 (no unit)
cell 30 x 30 x 30 bohr: 727 electrons
  mean stopping/bulk: pass 1 0.916, pass 2 1.158
  long-wave pass 2/pass 1 factor = 0.313 (no unit)
cell 43 x 43 x 43 bohr: 2140 electrons
  mean stopping/bulk: pass 1 0.958, pass 2 1.391
  long-wave pass 2/pass 1 factor = 2.999 (no unit)
cell 86 x 86 x 86 bohr: 17120 electrons
  mean stopping/bulk: pass 1 0.976, pass 2 1.251
  long-wave pass 2/pass 1 factor = 2.996 (no unit)
cell 20 x 20 x 86 bohr: 926 electrons
  mean stopping/bulk: pass 1 1.034, pass 2 1.339
  long-wave pass 2/pass 1 factor = 2.996 (no unit)
cell 86 x 86 x 43 bohr: 8560 electrons
  mean stopping/bulk: pass 1 0.957, pass 2 1.384
  long-wave pass 2/pass 1 factor = 2.999 (no unit)
no test failed
```
